# Magnetisation Jump and Doping Reversal in an Orbital Chern Insulator, part 1

(Sections cited here and not found follow in the second part.)

## 1. The magnetisation slope in the gap

A model moiré insulator with a period of 13 nm and a gap of 3.56 meV has an orbital magnetisation of −71.6 nA when its chemical potential sits at the top of the filled band, and +66.2 nA when it sits at the bottom of the empty band. No bulk state has been filled or emptied in between, yet the magnetisation has changed sign. Where does the difference of 137.8 nA come from, and when does such a change include a reversal?

(Magnetisation here is magnetic moment per area, so its unit is A m²/m² = A.)

### Setting and conventions

The electrons live in the \(xy\) plane and have charge \(-e\), with \(e>0\). A magnetic field \(B\) points along \(+z\). The spin and valley order is held fixed throughout this half: the same flavours are occupied whatever the chemical potential \(\mu\). The bulk has a gap

\[
E_v<\mu<E_c,\qquad E_g=E_c-E_v, \tag{1}
\]

the temperature is zero, and the field is taken to zero after derivatives with respect to it. \(M\) is the orbital part of the magnetisation; the spin moment is treated separately in the example. Energies, including \(\mu\), are measured from the local electrostatic energy in the bulk.

For a band with cell-periodic Bloch states \(|u_{\mathbf k}\rangle\), write \(\partial_j=\partial/\partial k_j\) and define the Berry curvature and Chern number

\[
\Omega=i\big(\langle\partial_xu|\partial_yu\rangle-\langle\partial_yu|\partial_xu\rangle\big),\qquad
C=\frac1{2\pi}\int\Omega\,d^2k, \tag{2}
\]

with the integral over one Brillouin zone. If several separated bands are filled, \(C\) is the sum of their Chern numbers.

\(C\) is an integer, as follows. Cover the zone with a fine mesh and fix any phases for the states at its points. The Berry flux through a small plaquette is, up to a common sign, the phase of the product of the overlaps \(\langle u_{\mathbf k}|u_{\mathbf k'}\rangle\) around its boundary. In the product over all plaquettes every link appears twice, in opposite directions, and its phase cancels. The zone has no outer boundary, since overlaps at \(\mathbf k\) and at \(\mathbf k\) plus a reciprocal vector agree. Hence \(\exp(i\int\Omega\,d^2k)=1\), so the integral is \(2\pi\) times an integer.

### From magnetisation to density

Let \(\omega(\mu,B)\) be the grand potential per area. At fixed temperature,

\[
d\omega=-n\,d\mu-M\,dB, \tag{3}
\]

where \(n\) is the electron density. The two mixed second derivatives of \(\omega\) are equal, so

\[
\left(\frac{\partial M}{\partial\mu}\right)_B=\left(\frac{\partial n}{\partial B}\right)_\mu . \tag{4}
\]

The question about magnetisation has become one about density: how many electrons per area must a gapped state take up, at fixed \(\mu\), when the field rises? In an ordinary insulator the answer is zero. In a Chern insulator it follows from the Hall response.

### The Hall conductance

Apply a weak uniform electric field through a slowly varying vector potential, \(\mathbf E=-\partial_t\mathbf A\). For charge \(-e\) the Bloch Hamiltonian \(H(\mathbf k)\) becomes \(H(\boldsymbol\kappa)\), with

\[
\boldsymbol\kappa=\mathbf k+\frac{e\mathbf A}{\hbar},\qquad
\dot{\boldsymbol\kappa}=-\frac{e\mathbf E}{\hbar}. \tag{5}
\]

An electron in band \(n\) follows its instantaneous eigenstate \(|n\rangle\) with a small admixture of the other bands,

\[
|\psi\rangle=e^{i\theta(t)}\Big(|n\rangle+\sum_{m\ne n}a_m|m\rangle\Big). \tag{6}
\]

To leading order \(-\hbar\dot\theta=E_n\). Insert (6) into \(i\hbar\,\partial_t|\psi\rangle=H|\psi\rangle\), project on \(|m\rangle\), and drop \(\dot a_m\), which is of second order in the slowness:

\[
E_na_m+i\hbar\langle m|\dot n\rangle=E_ma_m
\quad\Rightarrow\quad
a_m=\frac{i\hbar\langle m|\dot n\rangle}{E_m-E_n}. \tag{7}
\]

The velocity operator is \(\hbar^{-1}\partial_jH\). Differentiating \(H|n\rangle=E_n|n\rangle\), projecting on \(|m\rangle\) and taking the complex conjugate gives

\[
\langle n|\partial_jH|m\rangle=(E_n-E_m)\langle\partial_jn|m\rangle . \tag{8}
\]

To first order the mean velocity is therefore

\[
\begin{aligned}
v_j&=\frac1\hbar\partial_jE_n+\frac1\hbar\sum_{m\ne n}\big[\langle n|\partial_jH|m\rangle a_m+\text{c.c.}\big]\\
&=\frac1\hbar\partial_jE_n-i\sum_{m\ne n}\big[\langle\partial_jn|m\rangle\langle m|\dot n\rangle-\text{c.c.}\big]\\
&=\frac1\hbar\partial_jE_n-i\big[\langle\partial_jn|\dot n\rangle-\text{c.c.}\big].
\end{aligned} \tag{9}
\]

In the second line the energy denominators have cancelled, leaving a minus sign. In the last line the missing term \(m=n\) was added at no cost: \(\langle\partial_jn|n\rangle\) and \(\langle n|\dot n\rangle\) are both imaginary because \(\langle n|n\rangle=1\), so their product is real and drops out of the difference.

Now use \(|\dot n\rangle=\dot\kappa_x|\partial_xn\rangle+\dot\kappa_y|\partial_yn\rangle\). For \(j=x\) the \(\dot\kappa_x\) term vanishes, since \(\langle\partial_xn|\partial_xn\rangle\) is real. What remains is

\[
v_x=\frac1\hbar\partial_xE_n-\dot\kappa_y\Omega
=\frac1\hbar\partial_xE_n+\frac e\hbar E_y\Omega. \tag{10}
\]

In the same way the curvature part of \(v_y\) is \(-(e/\hbar)E_x\Omega\). Sum over a filled band. The group velocity integrates to zero because \(E_n\) is periodic in \(\mathbf k\), and

\[
j_x=-e\int\frac{d^2k}{(2\pi)^2}\,\frac e\hbar E_y\Omega
=-\frac{e^2}{\hbar}\,\frac{2\pi C}{4\pi^2}\,E_y=-C\frac{e^2}{h}E_y . \tag{11}
\]

Thus

\[
\sigma_{xy}=-\sigma_{yx}=-C\frac{e^2}{h},\qquad \sigma_{xx}=\sigma_{yy}=0. \tag{12}
\]

### From Hall current to density

Raise \(B\) slowly and uniformly inside a large disc in the interior of the sample. Faraday's law reads

\[
\partial_xE_y-\partial_yE_x=-\partial_tB. \tag{13}
\]

The induced electric field circulates around the disc, and the Hall current it drives is radial. With charge density \(\rho\) and the currents \(j_x=\sigma_{xy}E_y\), \(j_y=-\sigma_{xy}E_x\), charge conservation gives

\[
\partial_t\rho=-\partial_xj_x-\partial_yj_y
=-\sigma_{xy}(\partial_xE_y-\partial_yE_x)=\sigma_{xy}\,\partial_tB. \tag{14}
\]

If the change is slow compared with \(\hbar/E_g\) and the gap stays open, the interior remains in its gapped ground state. The density it reaches is then the density of that state in the new field, with \(\mu\) still in the gap. The electronic part of \(\rho\) changes by \(-e\,\delta n\), so (12) and (14) yield

\[
\left(\frac{\partial n}{\partial B}\right)_\mu=-\frac{\sigma_{xy}}e=C\frac eh . \tag{15}
\]

This is the Středa formula. It says that each added flux quantum \(h/e\) brings \(C\) electrons into the filled states. The model of the opening paragraph, which has \(C=1\), shows this directly. With one flux quantum threading 160 cells, the number of states below the gap is one larger than the number of cells; with the flux reversed it is one smaller.

### The law and its range

Equations (4) and (15) combine to

\[
\boxed{\;\frac{\partial M}{\partial\mu}=C\frac eh,\qquad
M(E_c)-M(E_v)=C\frac{eE_g}{h}\;} \tag{16}
\]

The slope contains no band parameter. Numerically \(e/h\) is 38.74 nA per meV, and a gap of 3.5569 meV with \(C=1\) gives the 137.8 nA of the opening.

The derivation used independent electrons in (6)–(12), to relate the Hall conductance to the Bloch states. Steps (3), (4) and (13)–(15) did not. For interacting electrons with a gap and with \(\sigma_{xy}=-Ce^2/h\), equation (16) therefore still holds, with \(C\) defined by the Hall conductance. The gap must then be the thermodynamic one,

\[
E_g=\mu_+-\mu_-,\quad \mu_+=\mathcal E(N+1)-\mathcal E(N),\quad
\mu_-=\mathcal E(N)-\mathcal E(N-1), \tag{17}
\]

where \(N\) is the electron number of the gapped state and \(\mathcal E(N)\) is the ground-state energy in a large sample with the given order and without edges, such as one with periodic boundary conditions. With a boundary, the added electron would enter an edge mode and the difference would not measure the bulk gap. Equation (17) also assumes that added carriers do not bind to one another; if they do, the energy per carrier of the bound group sets the edge. An optical gap, which leaves an electron and a hole bound to each other, is a different quantity.

The law fails if the order changes while \(\mu\) crosses the gap, because two different functions \(\omega\) are then being compared. It also fails if mobile bulk states fill the gap, since neither (12) nor the gapped response behind (15) can then be assumed. At finite temperature, thermally excited carriers correct it; deep in the gap their number is exponentially small. If \(C=0\), the magnetisation may be nonzero but is constant across the gap.

### What carries the change

While \(\mu\) moves through the gap, the bulk state does not change. The additional moment must come from the boundary. A current \(I\) running counterclockwise around an area \(\mathcal A\) has moment \(I\mathcal A\) along \(+z\). It therefore contributes \(I\) to the moment per area, whatever the size of the sample.

Consider one edge mode with velocity \(v=\hbar^{-1}dE/dk\), counted positive for counterclockwise motion. Raising \(\mu\) by \(\delta\mu\) fills \(\delta\mu/(2\pi\hbar|v|)\) new states per length, and the current changes by

\[
\delta I=-e\,v\,\frac{\delta\mu}{2\pi\hbar|v|}=-\operatorname{sgn}(v)\,\frac eh\,\delta\mu . \tag{18}
\]

The speed cancels: a fast mode has fewer states per energy in the same proportion as each carries more current. Modes running in opposite senses cancel in pairs. Comparison with (16) shows that the number of clockwise modes minus the number of counterclockwise modes equals \(C\). For \(C=1\), electrons in the unpaired mode run clockwise; being negative, they carry a counterclockwise current and a moment along \(+z\).

This also resolves the apparent paradox of the opening. The number of electrons added to the edge grows with the perimeter, so per area it vanishes in a large sample. Their moment grows with the area, because each edge current encloses the whole sample.

### When the sign changes

Equation (16) fixes a difference, not the value at either end. With \(M_v=M(E_v)\), integration gives

\[
M(\mu)=M_v+C\frac eh(\mu-E_v), \tag{19}
\]

which vanishes at

\[
\mu_0=E_v-\frac{hM_v}{Ce}. \tag{20}
\]

This point lies inside the gap if \(0<-hM_v/(Ce)<E_g\), that is, if

\[
CM_v<0\qquad\text{and}\qquad |M_v|<|C|\frac{eE_g}{h}. \tag{21}
\]

The first condition says that the edge moment must oppose the one already present. The second says that the gap must be wide enough for it to win. A Chern insulator for which either fails has the same slope but keeps the sign of its magnetisation throughout the gap. Deciding between the cases requires the value of \(M\) itself.

## 2. The value of the magnetisation and its reversal by doping

The symbols carry over: electron charge \(-e\), field along \(+z\), Berry curvature \(\Omega\) and Chern number \(C\) from (2), band edges \(E_v\) and \(E_c\), gap \(E_g\). The first half established that \(\partial M/\partial\mu=Ce/h\) in the gap, equation (16), and that the sign reverses there if the zero \(\mu_0\) of the line (19) lies between the edges. For independent electrons \(\mu_0\) can be computed from the bands.

### The moment of a finite sample

Take a finite lattice sample of area \(\mathcal A\) with one-electron Hamiltonian \(H\) and diagonal position operators \(x,y\). Let \(P\) project on the states below \(\mu\), and let \(Q=1-P\). In the gauge \(\mathbf A=\tfrac B2(-y,x)\), a weak field multiplies the hopping element \(H_{ab}\), from site \(b\) to site \(a\), by \(\exp[-(ie/\hbar)\int_b^a\mathbf A\cdot d\mathbf l]\). On a straight path the integral is \(\tfrac B2(x_by_a-y_bx_a)\), so at \(B=0\)

\[
\frac{\partial H_{ab}}{\partial B}=\frac{ie}{2\hbar}H_{ab}(x_ay_b-y_ax_b)
=\frac e2\,(xv_y-yv_x)_{ab}. \tag{22}
\]

The last form uses \(\mathbf v=(i/\hbar)[H,\mathbf r]\), whose elements are \((i/\hbar)H_{ab}(\mathbf r_b-\mathbf r_a)\). At fixed \(\mu\) the first-order change of the grand potential is \(\operatorname{Tr}(P\,\partial H/\partial B)\,\delta B\). Since \(M=-\partial\omega/\partial B\),

\[
M=-\frac{e}{2\mathcal A}\operatorname{Tr}P(xv_y-yv_x), \tag{23}
\]

the usual moment \(\tfrac12(\text{charge})\,\mathbf r\times\mathbf v\) summed over electrons. Write out the commutators:

\[
\operatorname{Tr}P(xv_y-yv_x)=\frac i\hbar\operatorname{Tr}P(xHy-xyH-yHx+yxH). \tag{24}
\]

The second and fourth terms cancel because \(xy=yx\). The traces of \(PxHy\) and \(PyHx\) are complex conjugates, so their difference is \(2i\operatorname{Im}\operatorname{Tr}(PxHy)\), and

\[
M=\frac{e}{\hbar\mathcal A}\operatorname{Im}\operatorname{Tr}(PxHy). \tag{25}
\]

The slope of the magnetisation in the gap is now fixed at \(Ce/h\), the condition for a reversal there is known, and equation (25) gives the magnetisation of a finite sample of independent electrons. It remains to put (25) into a form that can be evaluated in the bulk, to find \(\mu_0\) from the bands, and to examine reversal in a moiré-scale example and under doping.
